# Phonon-Assisted Tunnelling from a Deep Trap That Is Neutral When Empty

## 1. A case simple enough to see through

An electron sits at depth $\varepsilon_T$ below a band edge, in a uniform field $F$. Let $f=eF>0$ be the force on it, along $+z$. The lattice need not supply all of $\varepsilon_T$: it can lift the electron to depth $u$ below the edge, and the electron tunnels from there.

Suppose that each unit of energy spared makes the lattice's part more probable by a fixed factor, so that the gain is $e^{bu}$. The barrier above the electron is $u-fz$, a triangle ending at $z=u/f$, and tunnelling costs $e^{-B}$ with

$$B=\frac{2}{\hbar}\int_0^{u/f}\!\sqrt{2m(u-fz)}\,dz=\frac{4\sqrt{2m}}{3\hbar f}u^{3/2}.$$

The best depth maximizes $bu-B$. Setting the derivative to zero gives $b=2\sqrt{2mu}/(\hbar f)$, hence

$$u_m=\frac{\hbar^2b^2f^2}{8m}.$$

At this depth $B=\tfrac23bu_m$, so the net exponent is $\tfrac13bu_m=\hbar^2b^3f^2/(24m)$. With $b=2\tau_2/\hbar$,

$$u_m=\frac{(f\tau_2)^2}{2m},\qquad \ln\frac{e(F)}{e(0)}=\frac{e^2F^2\tau_2^3}{3m\hbar}. \tag{1}$$

The name "tunnelling time" fits, because the time formally spent under the barrier is

$$\int_0^{u_m/f}\frac{m\,dz}{\sqrt{2m(u_m-fz)}}=\frac{\sqrt{2mu_m}}{f}=\tau_2 .$$

**Limit.** If the lattice factor is a bare Boltzmann factor, $b=1/k_BT$ and $\tau_2=\hbar/(2k_BT)$. The logarithm then varies as $F^2/T^3$.

Two things remain open: the value of $b$ for a real lattice, and the range of fields in which a fixed $b$ suffices.

## 2. What "neutral" must mean

The triangle contains no Coulomb attraction, so the trap must be neutral after the electron has left. A trap that is neutral when filled leaves a positive core, with potential energy $-Q/(\epsilon_rz)-fz$ along the field, where $Q=e^2/(4\pi\epsilon_0)$. Its maximum, at $z=\sqrt{Q/(\epsilon_rf)}$, lies $2\sqrt{Qf/\epsilon_r}$ below the old edge. This is the Poole–Frenkel lowering. For $\epsilon_r=25$ and 0.3 MV/cm it is 83 meV. This classical shift cannot simply be multiplied by the slope $b$ of section 5: the maximum lies only 1.4 nm from the core, while the paths behind the kernel of section 3, which start and end at the trap, spread at their midpoint by $\tfrac12\hbar\sqrt{b/m}=2.0$ nm in each direction for the example of section 7. These figures use the static permittivity; with an optical value of 5, which applies if the ions cannot follow the escaping electron, the lowering is 186 meV and the maximum lies 3.1 nm out. A charged core needs a calculation of its own, and (1) does not cover it.

## 3. From one barrier path to the full density of states

Let a weak contact coupling $V$ at the origin join the level to a parabolic band of mass $m$. To lowest order in $V$,

$$e(F)=\frac{2\pi}{\hbar}|V|^2\int dE\,\rho_F(E)\,A(\varepsilon_T+E). \tag{2}$$

Here $E$ is the electron energy from the band edge at the trap, $\rho_F$ is the density of states at the origin per spin, and $A(\varepsilon)$ is the probability density that the lattice supplies energy $\varepsilon$. The coupling is taken as independent of the lattice coordinates.

The Laplace transform of $\rho_F$ is the diagonal element of $e^{-bH}$ at the origin. Along the field, the kernel $C(z,z';b)$ obeys

$$\partial_bC=D\,\partial_z^2C+fzC,\qquad D=\frac{\hbar^2}{2m}.$$

Try the free kernel with two added terms:

$$C=\frac{1}{\sqrt{4\pi Db}}\exp\!\Big[-\frac{(z-z')^2}{4Db}+\frac{fb(z+z')}{2}+Gb^3\Big].$$

Divide the equation by $C$. The left side is

$$-\frac1{2b}+\frac{(z-z')^2}{4Db^2}+\frac{f(z+z')}2+3Gb^2 .$$

On the right, $\partial_z\ln C=-(z-z')/(2Db)+fb/2$ and $\partial_z^2\ln C=-1/(2Db)$, which give

$$-\frac1{2b}+\frac{(z-z')^2}{4Db^2}-\frac{f(z-z')}2+\frac{Df^2b^2}{4}+fz .$$

The terms linear in $f$ combine to $f(z+z')/2$, as on the left. The rest requires $3G=Df^2/4$, or $G=\hbar^2f^2/(24m)$. As $b\to0$ the kernel becomes $\delta(z-z')$, as it must. The two free transverse directions contribute $m/(2\pi\hbar^2b)$, so

$$\int\rho_F(E)e^{-bE}dE=\Big(\frac{m}{2\pi\hbar^2b}\Big)^{3/2}e^{Gb^3}. \tag{3}$$

**Limit: an exponential lattice factor.** If $A(\varepsilon_T+E)=A(\varepsilon_T)e^{-bE}$, equations (2) and (3) give $e(F)/e(0)=e^{Gb^3}$ with no extra prefactor. This is (1) again. The mean escape energy is minus the $b$-derivative of the logarithm of (3):

$$\langle E\rangle=\frac{3}{2b}-3Gb^2=\frac3{2b}-u_m .$$

The field lowers the mean by just the tunnelling depth.

**Independent form.** The density of states also follows from Airy functions. With $\beta=(2mf/\hbar^2)^{1/3}$, the energy-normalized states along the field are $\beta f^{-1/2}\mathrm{Ai}[-\beta(z+E_z/f)]$. The transverse density is $m/(2\pi\hbar^2)$. Summing over $E_z<E$, with $x=-\beta E/f$,

$$\rho_F=\frac{m\beta}{2\pi\hbar^2}\int_x^\infty\!\mathrm{Ai}^2(t)\,dt=\frac{m\beta}{2\pi\hbar^2}\big[\mathrm{Ai}'^2(x)-x\,\mathrm{Ai}^2(x)\big].$$

The last step holds because $\mathrm{Ai}''=x\mathrm{Ai}$ makes the derivative of the bracket $-\mathrm{Ai}^2$. For $m=0.2\,m_e$, 0.3 MV/cm and $b=41.44$ eV$^{-1}$, numerical integration of this form reproduces (3) within one part in $10^4$.

## 4. The lattice, first with one mode

Let the mode have quantum $w=\hbar\omega$. With the trap filled, $H_i=wa^\dagger a$. Emptying it displaces the oscillator:

$$H_f=w(a^\dagger+\sqrt S)(a+\sqrt S)=H_i+w\sqrt S\,X+wS,\qquad X=a+a^\dagger .$$

The relaxation energy is $\lambda=Sw$. Define $e^{K(b)}=\int A(\varepsilon)e^{b\varepsilon}d\varepsilon=\langle e^{bH_i}e^{-bH_f}\rangle$, a thermal average over $H_i$. The product $e^{bH_i}e^{-bH_f}$ is an ordered exponential of $-\int_0^b[w\sqrt S\,X(\sigma)+wS]d\sigma$, where $X(\sigma)=ae^{-w\sigma}+a^\dagger e^{w\sigma}$. Since $X$ is linear in the oscillator operators, its thermal average is Gaussian:

$$K=-wSb+w^2S\int_0^b\!d\sigma\int_0^\sigma\!dt\,\big[(n+1)e^{-wt}+ne^{wt}\big],$$

with $n=1/(e^{w/k_BT}-1)$. The two double integrals are $b/w+(e^{-wb}-1)/w^2$ and $(e^{wb}-1)/w^2-b/w$. Their linear parts sum to $wSb[(n+1)-n]=wSb$ and cancel the first term:

$$K(b)=S\big[n(e^{wb}-1)+(n+1)(e^{-wb}-1)\big]. \tag{4}$$

Independent modes add their $K$. **Limit:** $K'(0)=-\lambda$, so on average the lattice takes up $\lambda$. Vertical emission therefore costs $\varepsilon_T+\lambda$, as it should.

With $\theta=w/(2k_BT)$, we have $n=e^{-\theta}/(2\sinh\theta)$ and $n+1=e^{\theta}/(2\sinh\theta)$. The derivative of (4) becomes

$$K'(b)=\lambda\,\frac{\sinh(wb-\theta)}{\sinh\theta}. \tag{5}$$

## 5. Joining lattice and field

Invert the transform, $A(\varepsilon)=\int\frac{db}{2\pi i}e^{K(b)-b\varepsilon}$, along a vertical line with $\mathrm{Re}\,b>0$. Insert it in (2) and do the $E$ integral with (3):

$$e(F)\propto\int\frac{db}{2\pi i}\,b^{-3/2}\exp\big[K(b)-b\varepsilon_T+Gb^3\big]. \tag{6}$$

At $F=0$ the exponent is stationary at the real point $b_0$ where

$$K'(b_0)=\varepsilon_T,\qquad \tau_2\equiv\frac{\hbar b_0}{2}. \tag{7}$$

To leading order the field adds $Gb_0^3$ there, which is (1). The link with section 1 is direct: the saddle gives $\ln A(\varepsilon)\approx K(b)-b\varepsilon$, whose slope in $\varepsilon$ is $-b$, because the implicit change of $b$ drops out by stationarity.

For one mode, (5) and (7) give

$$\tau_2=\frac{\hbar}{4k_BT}+\frac1{2\omega}\,\mathrm{arcsinh}\Big[\frac{\varepsilon_T}{\lambda}\sinh\frac{\hbar\omega}{2k_BT}\Big].$$

- **Cold lattice**, with $\theta$ and $(\varepsilon_T/\lambda)e^\theta$ both large. Here $\sinh\theta\approx e^\theta/2$ and $\mathrm{arcsinh}\,x\approx\ln2x$, so $\tau_2\approx\hbar/(2k_BT)+(1/2\omega)\ln(\varepsilon_T/\lambda)$. Weak relaxation, $\lambda<\varepsilon_T$, lengthens the time and strong relaxation shortens it.
- **Hot lattice**, with $\theta$ and $\theta\varepsilon_T/\lambda$ both small. Here $\tau_2\approx(\hbar/4k_BT)(1+\varepsilon_T/\lambda)$.
- **Balanced case**, $\lambda=\varepsilon_T$. At $b=1/k_BT$ we have $wb-\theta=\theta$, so each mode supplies its own relaxation energy. Then $\tau_2=\hbar/(2k_BT)$ for any set of modes in this model.

## 6. How weak is weak?

Put $b=b_0+x$ in (6), with $x$ imaginary. The Gaussian weight $e^{K''x^2/2}$ gives $\langle x^2\rangle=-1/K''$ and $\langle x^4\rangle=3/K''^2$, with derivatives taken at $b_0$. The factor $b^{-3/2}$ contributes $1-3x/(2b_0)$ and the cubic term of $K$ contributes $1+K'''x^3/6$, so

$$\langle x\rangle=\frac{3}{2b_0K''}+\frac{K'''}{2K''^2}.$$

To first order in $G$ the logarithm is $G\langle b^3\rangle\approx G(b_0^3+3b_0^2\langle x\rangle+3b_0\langle x^2\rangle)=Gb_0^3(1+\delta)$, with

$$\delta=\frac{3}{2b_0^2K''}+\frac{3K'''}{2b_0K''^2}.$$

To second order, the term $3Gb_0^2x$ in the exponent has variance $9G^2b_0^4\langle x^2\rangle$, half of which enters the logarithm:

$$\ln\frac{e(F)}{e(0)}\approx Gb_0^3(1+\delta)-\frac{9G^2b_0^4}{2K''}. \tag{8}$$

The law thus needs $b_0^2K''\gg1$, $b_0K''^2\gg K'''$ and $9Gb_0/(2K'')\ll1$. It also needs a smooth lattice spectrum, as many different modes provide. A single sharp mode supplies energy only in steps of $w$; $e^{K}$ then repeats along the imaginary $b$ direction, and further saddles at $b_0+2\pi ik/w$, with $k$ a nonzero integer, contribute to (6). The enhancement then depends on where $\varepsilon_T$ falls between two steps, and (1) can fail even in a weak field. In a stronger field the saddle must be found again from $K'(b)+3Gb^2=\varepsilon_T$. The field term is positive and $K'$ increases with $b$, so the saddle moves to smaller $b$. The effective time shortens, and the logarithm grows more slowly than $F^2$.

## 7. Numbers for a hafnia capacitor

Take $\varepsilon_T=1.2$ eV, $\lambda=1.0$ eV spread evenly over 61 modes from 20 to 80 meV, $m=0.2\,m_e$, $T=300$ K and $F=0.3$ MV/cm, so $f=0.03$ eV/nm. The trap is in the middle of a 20 nm film.

Equation (7) gives $b_0=41.44$ eV$^{-1}$, or $\tau_2=13.64$ fs. This is 0.91 fs above $\hbar/(2k_BT)=12.73$ fs, as expected for $\lambda<\varepsilon_T$. With $G=1.429\times10^{-5}$ eV$^3$,

$$Gb_0^3=1.429\times10^{-5}\times(41.44)^3=1.017,$$

an enhancement of 2.8. Writing the law as $(F/F_c)^2$ gives $F_c\approx0.30$ MV/cm. The tunnelling depth is 74 meV and the exit lies 2.5 nm from the trap. With an exponential lattice factor, the mean escape energy falls from $+36$ to $-37$ meV.

For (8), $K''=0.0769$ eV$^2$ and $K'''=0.00343$ eV$^3$ give $\delta=0.011+0.021=0.032$. The second-order term is $-0.035$. The corrected logarithm is $1.017\times1.032-0.035=1.015$.

The integral (2) can also be done directly, with the Airy density of states and the phonon weights of each mode convolved. These weights follow from (4) through $e^{z(t+1/t)/2}=\sum_qI_q(z)t^q$: a mode gives up $q$ quanta with probability $e^{-S(2n+1)}[n/(n+1)]^{q/2}I_{|q|}(2S\sqrt{n(n+1)})$. The convolved weights fall on a 1 meV grid and are interpolated into a smooth density, standing for a continuous phonon band; kept as sharp lines, with $\varepsilon_T=1.2$ eV, they would raise each direct logarithm below by about 0.002. With everything but the field held fixed:

| $F$ (MV/cm) | $\ln$, law (1) | $\ln$, direct |
|---|---|---|
| 0.1 | 0.113 | 0.116 |
| 0.3 | 1.017 | 1.015 |
| 0.5 | 2.82 | 2.66 |
| 1.0 | 11.3 | 8.4 |
| 2.0 | 45.2 | 18.8 |

The close agreement at 0.3 MV/cm is a cancellation of the two corrections in (8); at 0.1 MV/cm the law is about 3% low. The direct logarithm falls 10% below the law at 0.62 MV/cm. At 1 MV/cm the law overstates the rate by $e^{2.9}\approx18$.

The cubic dependence was tested at 0.1 MV/cm by changing temperature and relaxation energy together, with $\tau_2$ running from 8.5 to 19.2 fs. The direct logarithms follow a fitted power of 2.99. At 358 K, with $\lambda$ and the field of 0.3 MV/cm unchanged, $\tau_2$ drops to 11.5 fs and the law gives 0.61 instead of 1.02.

## 8. What the model leaves out

**Permanent dipole.** If emptying the trap changes its dipole by $e\times0.02$ nm along the field, the depth shifts by $\pm0.6$ meV and the logarithm by $\pm0.025$. This linear term exceeds the quadratic one below about 0.007 MV/cm, so the law needs a trap without such a dipole or a field that is not too small.

**Trap radius.** Give the coupling an amplitude $e^{-z^2/2a^2}$. The kernel's factor $e^{fb(z+z')/2}$ is then averaged over $Z=(z+z')/2$ with weight $e^{-Z^2/a^2}$, which adds $f^2b^2a^2/4=(f\tau_2a/\hbar)^2$ to the logarithm. For $a=0.2$ nm this is 0.0155.

**Band shape.** Replacing $u$ by $u(1-u/E_g)$ under the barrier's square root, with $E_g=5.5$ eV, adds 0.008 for the single barrier path. The thermal spread of momenta works the other way: averaging the $k^4$ term of the same band energy over the kernel of section 3 gives $-5Gb_0^2/E_g=-0.022$. The net change is $-0.014$.

**Mass.** The exponent varies as $1/m$: it is 2.03 for $0.1\,m_e$ and 0.51 for $0.4\,m_e$, with $\tau_2$ fixed. Such a change of mass far outweighs the dipole, radius and band-shape terms above.

**Electrodes.** A trapped electron can also tunnel straight into a metal. Let the Fermi level lie 2.0 eV below the band edge. Comparing exponents at zero field, the lattice gain $\ln[A(\varepsilon_T-u)/A(\varepsilon_T)]$ against the cost $2d\sqrt{2mu}/\hbar$, this path wins for some allowed $u$ if the trap is within $d=7.7$ nm of the electrode. With an electrode on each side, only about the middle 5 nm of the 20 nm film is then left to band emission. These figures carry the parabolic band deep into the gap: with $u(1-u/E_g)$ under the root, as above, the distance grows to about 9 nm and the middle region shrinks to about 2 nm. From mid-film at 0.3 MV/cm the best exponent relative to $e(0)$ is $-4.8$ for the parabolic band, reached at the shallowest depth $u=fd=0.3$ eV, and $-3.4$ for the two-band relation, reached near $u=1.6$ eV. Both lie below the $+1.0$ of band emission.

**Beside the real case.** The depth, relaxation energy and mass are round values chosen for illustration, with an oxygen vacancy in hafnia holding an extra electron in mind; they are not assigned to a measured level. The mass matters most: for a band mass of $1.0\,m_e$ along the field, with $\tau_2$ unchanged, the logarithm at 0.3 MV/cm would be only 0.20. The film is thick: in a 10 nm film every trap lies within 5 nm of an electrode, and for these parameters direct tunnelling would then dominate. The field is also low: at 1 MV/cm or more, law (1) must give way to the field-dependent saddle. If the vacancy is neutral before emission instead of after it, the core it leaves attracts the electron, and law (1) does not apply. Trap-to-trap hopping and disorder are not treated. Polaron dressing of the band electron is left out too: a weak-coupling estimate raises the mass by about 17%, and using this full polaron mass would lower the logarithm from 1.02 to 0.87. That figure is rough, because the dressing is not complete within the imaginary time $\hbar b_0$: for a 70 meV optical phonon, $\hbar\omega b_0$ is only 2.9. Averaging the electron–phonon interaction to first order over paths of that finite length gives a smaller drop, to between 0.90 and 0.95.

## Computed results

```
Trap depth 1.2 eV, relaxation energy 1.0 eV, T 300 K
Phonon band 20 to 80 meV, 61 modes
Band mass 0.2 m_e, field 0.3 MV/cm, film 20 nm
Thermal energy kT = 25.85 meV
hbar/(2kT) = 12.730 fs
tau2 = 13.639 fs; tau2 - hbar/(2kT) = 0.909 fs
b = 2 tau2/hbar = 41.443 1/eV
K'' = 0.07689 eV^2
K''' = 0.003434 eV^3
G = 1.4287e-05 eV^3
Characteristic field F_c = 0.2975 MV/cm
Law: ln enhancement = 1.0169, enhancement = 2.765
Direct integral: ln = 1.0145, enhancement = 2.758
Relative coefficient correction = 3.24 percent
Next field term in ln = -0.0352
Corrected law: ln = 1.0146
Tunnelling depth u_m = 73.62 meV, exit distance = 2.454 nm
Mean escape energy, exponential lattice factor = -37.42 meV
Same at zero field, 3/(2b) = 36.19 meV
F (MV/cm) | ln law | ln field-dependent saddle | ln direct
0.1 | 0.1130 | 0.1162 | 0.1162
0.3 | 1.0169 | 1.0146 | 1.0145
0.5 | 2.8248 | 2.6586 | 2.6583
1.0 | 11.2993 | 8.4025 | 8.4007
2.0 | 45.1971 | 18.7805 | 18.7720
Direct ln is 10 percent below law at F = 0.615 MV/cm
At 0.1 MV/cm: T (K) | relaxation (eV) | tau2 (fs) | ln law | ln direct
250 | 0.6 | 19.174 | 0.31392 | 0.32050
300 | 1.0 | 13.639 | 0.11299 | 0.11622
358 | 1.0 | 11.494 | 0.06762 | 0.06983
400 | 1.6 | 8.489 | 0.02725 | 0.02810
Fitted power of tau2 in direct ln = 2.987
At 358 K: tau2 = 11.494 fs, ln law at 0.3 MV/cm = 0.6086
Stark shift = 0.00744 meV, change of ln = -0.000308
Dipole e x 0.02 nm along field: change of ln = +/-0.0249
Dipole term equals quadratic term at 0.0073 MV/cm
Trap radius 0.2 nm: change of ln = 0.0155
Two-band dispersion, gap 5.5 eV: change of ln = 0.00833
Permittivities 25 static, 5 optical; LO 70 meV
Polaron coupling = 0.998, mass factor = 1.166
ln law with polaron mass = 0.8720
ln law with mass 0.1 m_e = 2.0339
ln law with mass 0.4 m_e = 0.5085
Charged core: lowering = 83.14 meV, change of ln = 3.445
Electrode Fermi level 2.0 eV below band edge
Electrode tunnelling wins below distance 7.65 nm (zero field)
Electrode exponent from mid-film, relative to e(0) = -4.83
```
